# Bethe's stopping logarithm and the mean excitation energy of atomic hydrogen

With its nucleus held fixed, the model used for all energies here, ionizing a ground-state hydrogen atom takes 13.61 eV. The average of its dipole excitation energies, weighted by oscillator strength, is 18.14 eV. Yet the atomic energy that fixes how strongly a dilute gas of such atoms slows a fast proton is 14.99 eV. It is a logarithmic average, and the reason lies in the range of momentum transfers open to the proton.

Hartree atomic units are used, so $\hbar=m_e=e=1$. A point charge $Z$, much heavier than an electron, moves at constant velocity $\mathbf v$ through a homogeneous, isotropic medium with $n$ electrons per volume, fixed nuclei and longitudinal dielectric function $\varepsilon(k,\omega)$. The response is linear in $Z$; relativity and the recoil of the projectile are neglected. Fields vary as $e^{i(\mathbf k\cdot\mathbf r-\omega t)}$.

The charge density $Z\delta(\mathbf r-\mathbf vt)$ contains, at wave vector $\mathbf k$, the single frequency $\omega=\mathbf k\cdot\mathbf v$. Poisson's equation $k^2\varepsilon\phi=4\pi\rho$, with the vacuum potential subtracted, gives the induced potential

$$\phi_{\rm ind}(\mathbf r,t)=Z\int\frac{d^3k}{(2\pi)^3}\frac{4\pi}{k^2}\left[\frac1{\varepsilon(k,\mathbf k\cdot\mathbf v)}-1\right]e^{i\mathbf k\cdot(\mathbf r-\mathbf vt)} .$$

The force is $-Z\nabla\phi_{\rm ind}$ at $\mathbf r=\mathbf vt$. Its component along $\mathbf v$ contains $-i(\mathbf k\cdot\mathbf v)(1/\varepsilon-1)$. Since the response is real in time, $\varepsilon(k,-\omega)=\varepsilon^*(k,\omega)$. The real part of $1/\varepsilon-1$ is therefore even in $\omega$ and integrates to zero against the odd factor $\mathbf k\cdot\mathbf v$. The imaginary part survives, with $-i\cdot i=1$. The stopping power $S=-dE/dx$ is minus this force:

$$S=\frac{Z^2}{2\pi^2v}\int d^3k\,\frac{\mathbf k\cdot\mathbf v}{k^2}\,{\rm Im}\frac{-1}{\varepsilon(k,\mathbf k\cdot\mathbf v)} .$$

Put $d^3k=2\pi k^2\,dk\,d\mu$ and $\omega=kv\mu$, so that $d\mu=d\omega/(kv)$. The integrand is even in $\omega$, so the range $-kv<\omega<kv$ gives twice the positive half:

$$S=\frac{2Z^2}{\pi v^2}\int_0^\infty\frac{dk}{k}\int_0^{kv}\omega\,{\rm Im}\frac{-1}{\varepsilon(k,\omega)}\,d\omega .$$

The limit $\omega<kv$ is kinematic: a heavy particle that gives up momentum $\mathbf k$ gives up energy $\mathbf k\cdot\mathbf v$.

The loss function ${\rm Im}(-1/\varepsilon)$ obeys a sum rule. Let $\rho_{\mathbf k}=\sum_i e^{i\mathbf k\cdot\mathbf r_i}$ run over the $N=nV$ electrons, and let $\omega_j$ be the excitation energies of the medium. First-order perturbation theory for the induced density gives

$$\frac1\varepsilon-1=\frac{4\pi}{k^2V}\sum_j|\langle j|\rho_{\mathbf k}|0\rangle|^2\left[\frac1{\omega-\omega_j+i0}-\frac1{\omega+\omega_j+i0}\right].$$

Since ${\rm Im}\,(x+i0)^{-1}=-\pi\delta(x)$, for $\omega>0$

$${\rm Im}\frac{-1}{\varepsilon}=\frac{4\pi^2}{k^2V}\sum_j|\langle j|\rho_{\mathbf k}|0\rangle|^2\,\delta(\omega-\omega_j).$$

To sum $\omega_j|\langle j|\rho_{\mathbf k}|0\rangle|^2$, expand the double commutator:

$$\langle[\rho_{\mathbf k}^\dagger,[H,\rho_{\mathbf k}]]\rangle=\sum_j\omega_j\left(|\langle j|\rho_{\mathbf k}|0\rangle|^2+|\langle j|\rho_{\mathbf k}^\dagger|0\rangle|^2\right).$$

The two terms are equal in an isotropic medium. Local potentials commute with $\rho_{\mathbf k}$, so only the kinetic energy contributes. For one electron with $A=e^{i\mathbf k\cdot\mathbf r}$, $[p^2/2,A]=A(\mathbf k\cdot\mathbf p+k^2/2)$. Because $A\mathbf pA^\dagger=\mathbf p-\mathbf k$,

$$[A^\dagger,[p^2/2,A]]=\left(\mathbf k\cdot\mathbf p+\tfrac{k^2}2\right)-\left(\mathbf k\cdot\mathbf p-k^2+\tfrac{k^2}2\right)=k^2 .$$

Different electrons do not mix, so the total is $Nk^2$ and the sum sought is $Nk^2/2$. Hence $\int_0^\infty\omega\,{\rm Im}(-1/\varepsilon)\,d\omega=2\pi^2n$ at every $k$. The normalized strength

$$f(k,\omega)=\frac{\omega}{2\pi^2n}\,{\rm Im}\frac{-1}{\varepsilon(k,\omega)},\qquad\int_0^\infty f(k,\omega)\,d\omega=1,$$

turns the stopping power into

$$S=\frac{4\pi nZ^2}{v^2}L,\qquad L=\int_0^\infty\frac{dk}{k}\int_0^{kv}f(k,\omega)\,d\omega .$$

Now let $v$ be large compared with the velocities of the electrons. Divide the $k$ integral at $k_0$, small on the scale set by the size of the bound states but with $k_0v$ far above the important excitation energies. Formally $v\to\infty$ first, then $k_0\to0$. Below $k_0$, replace $f(k,\omega)$ by its optical limit $f(0,\omega)$. Interchanging the integrations,

$$L_<=\int_0^{k_0v}d\omega\,f(0,\omega)\int_{\omega/v}^{k_0}\frac{dk}{k}=\int_0^{k_0v}f(0,\omega)\ln\frac{k_0v}{\omega}\,d\omega\;\to\;\ln\frac{k_0v}{I},$$

where the upper limit has gone to infinity and the mean excitation energy $I$ is defined by

$$\ln I=\int_0^\infty f(0,\omega)\ln\omega\,d\omega=\frac{\int_0^\infty\omega\,{\rm Im}[-1/\varepsilon(0,\omega)]\ln\omega\,d\omega}{\int_0^\infty\omega\,{\rm Im}[-1/\varepsilon(0,\omega)]\,d\omega}.$$

The logarithm arises because each excitation has its own smallest momentum transfer, $\omega/v$, and the weight above it is $dk/k$.

Above $k_0$, the limit $kv$ lies above essentially all the strength, and the inner integral is 1, until $k$ is large. There an electron responds as if free and nearly at rest, and the strength gathers on the ridge $\omega=k^2/2$. The ridge meets the limit $\omega=kv$ at $k=2v$ and is excluded beyond it. Therefore $L_>\to\ln(2v/k_0)$. In the sum $k_0$ cancels:

$$L\to\ln\frac{k_0v}{I}+\ln\frac{2v}{k_0}=\ln\frac{2v^2}{I}.$$

This is the Bethe logarithm. In ordinary units its argument is $2m_ev^2/I$, and $2m_ev^2$ is the largest energy a heavy particle can give to a free electron at rest.

The size of the first correction follows from a formal expansion for one electron in an isotropic ground state, which describes a dilute gas of independent one-electron systems, where the strength of the medium is that of a single system. Let $H'=H-E_0$, take $\mathbf k$ along $z$ and set $D=kp_z+k^2/2$. Then $A^\dagger H'A=H'+D$. Since $H'|0\rangle=0$, the moments of $f=(2/k^2)\sum_j\omega_j|\langle j|A|0\rangle|^2\delta(\omega-\omega_j)$ are

$$\int\omega f\,d\omega=\frac2{k^2}\langle D^2\rangle=\frac{k^2}2+2\langle p_z^2\rangle,$$

$$\int\omega^2f\,d\omega=\frac2{k^2}\langle D(H'+D)D\rangle=\frac{k^4}4+k^2\langle p^2\rangle+c,$$

with $3\langle p_z^2\rangle=\langle p^2\rangle$ and $c=2\langle p_zH'p_z\rangle$ independent of $k$.

At small $k$ write $f(k,\omega)=f(0,\omega)+k^2g(\omega)+\dots$. The sum rule requires $\int g\,d\omega=0$, and the second moment gives $\int\omega^2g\,d\omega=\langle p^2\rangle$. The term in $g$ adds to $L_<$

$$\int d\omega\,g(\omega)\int_{\omega/v}^{k_0}k\,dk=\int d\omega\,g(\omega)\left[\frac{k_0^2}2-\frac{\omega^2}{2v^2}\right]=-\frac{\langle p^2\rangle}{2v^2}.$$

On the ridge, an electron with initial momentum component $p_z$ absorbs $\omega=k^2/2+kp_z$, with weight $2\omega/k^2=1+2p_z/k$. This picture reproduces both moments above except for $c$, which is smaller than the retained spread by a factor of order $k^{-2}$. The condition $\omega<kv$ becomes $k<2(v-p_z)$. Integrating the weight over $dk/k$ gives at the upper end

$$\left\langle\ln[2(v-p_z)]-\frac{p_z}{v-p_z}\right\rangle=\ln2v-\frac{\langle p_z^2\rangle}{2v^2}-\frac{\langle p_z^2\rangle}{v^2}+\dots=\ln2v-\frac{\langle p^2\rangle}{2v^2}+\dots,$$

since $\langle p_z\rangle=0$; for the same reason the lower end adds nothing beyond $-\ln k_0$. The two halves combine to

$$L=\ln\frac{2v^2}{I}-\frac{\langle p^2\rangle}{v^2}+\dots .$$

The motion of the electron thus lowers the stopping at this order.

An electron bound isotropically with frequency $\omega_0$ allows a check. With $\eta=k/\sqrt{2\omega_0}$ and ladder operators $a,a^\dagger$, $e^{ikz}=e^{-\eta^2/2}e^{i\eta a^\dagger}e^{i\eta a}$. The amplitude for exciting $j$ quanta is therefore $e^{-\eta^2/2}(i\eta)^j/\sqrt{j!}$. With $s=\eta^2=k^2/2\omega_0$ the strength at $\omega=j\omega_0$ is

$$f_j=\frac{2j\omega_0}{k^2}\,e^{-s}\frac{s^j}{j!}=e^{-s}\frac{s^{j-1}}{(j-1)!}.$$

At $k=0$ only $j=1$ remains, so $I=\omega_0$. Using $dk/k=ds/2s$,

$$L=\frac12\sum_{j\ge1}\int_{j^2\omega_0/2v^2}^\infty\frac{e^{-s}s^{j-2}}{(j-1)!}\,ds .$$

At $v^2=500\,\omega_0$ this sum is 6.90474, against $\ln1000=6.90776$. The difference times $v^2/\omega_0$ is $-1.506$; the correction predicts $-\langle p^2\rangle/\omega_0=-3/2$. The prefactor of $S$ was tested separately, by computing in real space the energy that a passing Gaussian charge gives to classical oscillators. The ratio to the momentum-space result is 0.99996.

The definition of $I$ contains the loss function, not the absorption ${\rm Im}\,\varepsilon$. The difference shows in a Lorentz medium with $\varepsilon=1+\omega_p^2/\Delta$ and $\Delta=\omega_0^2-\omega^2-i\gamma\omega$, for which

$$-\frac1\varepsilon=-\frac{\Delta}{\Delta+\omega_p^2}=-1+\frac{\omega_p^2}{\omega_0^2+\omega_p^2-\omega^2-i\gamma\omega}.$$

The loss peak sits at $\sqrt{\omega_0^2+\omega_p^2}$, and for weak damping this is $I$. For $\omega_0=0.5$ and $\omega_p=0.6$ it is 0.781. The numerical logarithmic means at $\gamma=0.002$ are 0.783 for the loss function and 0.502 for ${\rm Im}\,\varepsilon$. In a dilute gas, however, $\varepsilon-1$ is proportional to the small density, and ${\rm Im}(-1/\varepsilon)={\rm Im}\,\varepsilon/|\varepsilon|^2$ equals ${\rm Im}\,\varepsilon$ to first order in $n$ wherever $|\varepsilon-1|\ll1$. At the peak of a very narrow line this condition can fail even in a thin gas. There, as in the Lorentz example, the line in the loss function is displaced by an amount of order $n$, since $\sqrt{\omega_0^2+\omega_p^2}\approx\omega_0+\omega_p^2/2\omega_0$ with $\omega_p^2\propto n$. Integrals over frequency, such as the one defining $I$, therefore tend to those of a single atom as $n\to0$. For hydrogen atoms at $2.7\times10^{19}$ cm⁻³, with $\varepsilon$ built from the atomic strengths, the shift of $I$ is about 0.002 eV. Expanding $e^{ikz}$ for small $k$ leaves the dipole oscillator strengths $f_j=2\omega_j|\langle j|z|0\rangle|^2$.

For hydrogen the dipole operator connects 1s with $p$ states. The angular integral of $\cos\theta$ between the $s$ and $p$ functions is $1/\sqrt3$, and $R_{10}=2e^{-r}$, so

$$f_n=\frac23\,\omega_n\left[\int_0^\infty r^3R_{n1}\,2e^{-r}dr\right]^2,\qquad\omega_n=\frac{n^2-1}{2n^2}.$$

Insert $rR_{n1}=Nr^2e^{-r/n}F(x)$, $x=2r/n$, into the radial equation $u''+(2/r-2/r^2-1/n^2)u=0$. The result is $xF''+(4-x)F'-(2-n)F=0$, whose regular solution is the confluent function $F={}_1F_1(2-n;4;x)$. It is a Laguerre polynomial,

$$F=\frac{6}{n(n^2-1)}L^{(3)}_{n-2}(x),\qquad\int_0^\infty x^4e^{-x}\left[L^{(3)}_{n-2}\right]^2dx=2n\,\frac{(n+1)!}{(n-2)!}=2n^2(n^2-1).$$

Normalization then reads

$$1=N^2\left(\frac n2\right)^5\frac{36\cdot2n^2(n^2-1)}{n^2(n^2-1)^2}=\frac{9n^5N^2}{4(n^2-1)},\qquad N^2=\frac{4(n^2-1)}{9n^5}.$$

The bracket in $f_n$ is $2NJ$ with $J=\int_0^\infty r^4e^{-pr}{}_1F_1(a;4;qr)\,dr$, $p=1+1/n$, $q=2/n$ and $a=2-n$. With one power of $r$ fewer, termwise integration works because $(m+3)!=6\,(4)_m$, where $(b)_m=b(b+1)\cdots(b+m-1)$:

$$\int_0^\infty r^3e^{-pr}{}_1F_1(a;4;qr)\,dr=\frac6{p^4}\sum_m\frac{(a)_m}{m!}\left(\frac qp\right)^m=6p^{a-4}(p-q)^{-a}.$$

Applying $-d/dp$ supplies the missing $r$:

$$J=6p^{a-5}(p-q)^{-a-1}\left[(4-a)(p-q)+ap\right].$$

The square bracket is $4p-(4-a)q=4+4/n-(2+n)(2/n)=2$. Thus

$$J=12\left(1+\frac1n\right)^{-n-3}\left(1-\frac1n\right)^{n-3}.$$

In $f_n=\frac23\omega_n\,4N^2J^2$ the numerical factors are $\frac23\cdot\frac12\cdot4\cdot\frac49\cdot144=\frac{256}3$. The powers in $J^2$ release a factor $n^{12}$, so

$$f_n=\frac{256}3\,\frac{n^5(n-1)^{2n-4}}{(n+1)^{2n+4}} .$$

An ejected electron of momentum $\kappa$ has energy $E=\kappa^2/2$, and the radial equation contains $+\kappa^2$ in place of $-1/n^2$. The replacement $1/n\to i\kappa$ therefore gives

$$u_\kappa=N_\kappa r^2e^{-i\kappa r}{}_1F_1(2+i/\kappa;4;2i\kappa r).$$

For normalization to $\delta(E-E')$ the amplitude at large $r$ must be $\sqrt{2/\pi\kappa}$, because $\int_0^\infty\sin\kappa r\,\sin\kappa'r\,dr=\frac\pi2\delta(\kappa-\kappa')=\frac{\pi\kappa}2\delta(E-E')$. The long-range Coulomb phase does not alter this amplitude. At large $|z|$,

$${}_1F_1(a;4;z)\simeq\frac{6}{\Gamma(4-a)}(-z)^{-a}+\frac6{\Gamma(a)}e^zz^{a-4}.$$

Here $4-a=a^*$, so after multiplication by $e^{-i\kappa r}$ the two terms are complex conjugates. With $z=2\kappa r\,e^{i\pi/2}$, $|z^{a-4}|=(2\kappa r)^{-2}e^{-\pi/2\kappa}$. The amplitude of $u_\kappa$ is thus $3N_\kappa e^{-\pi/2\kappa}/(\kappa^2|\Gamma(2+i/\kappa)|)$. Using $|\Gamma(2+iy)|^2=(1+y^2)\,\pi y/\sinh\pi y$ with $y=1/\kappa$,

$$N_\kappa^2=\frac{2\kappa^3}{9\pi}\,e^{\pi/\kappa}\left|\Gamma\!\left(2+\tfrac i\kappa\right)\right|^2=\frac49\,\frac{1+\kappa^2}{1-e^{-2\pi/\kappa}}.$$

The integral $J$ continues analytically in $q$, since $p=1+i\kappa$ and $p-q=1-i\kappa$ keep positive real parts. With $n=-i/\kappa$,

$$J=12(1+i\kappa)^{i/\kappa-3}(1-i\kappa)^{-i/\kappa-3}=\frac{12\,e^{-2\arctan\kappa/\kappa}}{(1+\kappa^2)^3},$$

because $\ln(1+i\kappa)-\ln(1-i\kappa)=2i\arctan\kappa$. The excitation energy is $\omega=E+\frac12=(1+\kappa^2)/2$, and the numerical factors are as before:

$$\frac{df}{dE}=\frac{256}3\,\frac{e^{-4\arctan\kappa/\kappa}}{(1+\kappa^2)^4\,(1-e^{-2\pi/\kappa})} .$$

The mean excitation energy of the atom is therefore given by

$$\ln I=\sum_{n\ge2}f_n\ln\omega_n+\int_0^\infty\frac{df}{dE}\,\ln\!\left(E+\tfrac12\right)dE .$$

The first line, 1s→2p at 10.2 eV, carries strength 0.4162; the next two carry 0.0791 and 0.0290. All bound levels together hold 0.5650 and the continuum 0.4350, which add to 1 as required. The first moment at $k=0$ must be $2\langle p_z^2\rangle=\frac23$, since the virial theorem gives $\langle p^2\rangle=1$. The computed value is 0.66667 hartree, which is the 18.14 eV of the opening.

With energies in hartree, the bound levels contribute $-0.52357$ to $\ln I$ and the continuum $-0.07260$:

$$\ln I=-0.59617,\qquad I=0.5509\ \text{hartree}=14.99\ \text{eV}\approx15.0\ \text{eV}.$$

Diagonalizing the $p$-wave Hamiltonian in a Laguerre basis, without these closed forms, also gives 14.99 eV.

The position of this value can be read from the two parts. The logarithmic mean over the bound levels alone is $e^{-0.52357/0.5650}=0.396$ hartree, or 10.8 eV. Over the continuum alone it is $e^{-0.07260/0.4350}=0.846$ hartree, or 23.0 eV. Weighted by their strengths, they combine to a value slightly above the ionization energy. It lies below 18.14 eV because the logarithm is concave: high excitation energies count for less than in an arithmetic mean. The value belongs to free atoms with fixed nuclei; molecular binding or a dense environment changes the loss function and with it $I$.

For a proton with $v=4$, a kinetic energy of about 400 keV, the Bethe logarithm is $\ln(32/0.5509)=4.062$. The factor $4\pi/v^2$ is $0.5985\times10^{-15}$ eV cm², so the stopping cross section per atom is

$$\frac Sn=0.5985\times4.062\times10^{-15}=2.43\times10^{-15}\ \text{eV cm}^2 .$$

The double integral for $L$ can also be evaluated without the asymptotic argument. In the partial-wave expansion of $e^{i\mathbf k\cdot\mathbf r}$, a final state with angular momentum $l$ and radial function $u$ contributes the strength

$$\frac{2\omega}{k^2}(2l+1)\left[\int_0^\infty u(r)\,j_l(kr)\,2re^{-r}dr\right]^2,$$

where $j_l$ is the spherical Bessel function. Summing over Laguerre-basis states gives $L=3.991$ at $v=4$ and a cross section of $2.39\times10^{-15}$ eV cm². The Bethe logarithm is high by 1.8% of the full value. At $v=3$ the full and asymptotic values are 3.359 and 3.487; at $v=2$ they are 2.407 and 2.676, an excess of 11%.

Multiplied by $v^2$, the differences are $-1.07$, $-1.15$ and $-1.13$ at $v=2$, 3 and 4. The leading correction predicts $-1$. Its size is right, but these three speeds do not yet display the approach to the limit, and higher orders in $1/v$ still contribute. At speeds comparable with that of the bound electron the expansion loses its basis. The full $L$ is itself of first order in the projectile's interaction with the atom: it omits electron capture by the proton and terms of higher order in $Z$, so it is a reference for the asymptotic step, not a complete account of slowing in the gas. The omitted terms are not negligible on the scale discussed here. The Bloch correction to $L$, $\psi(1)-{\rm Re}\,\psi(1+iZ/v)$ with $\psi$ the digamma function, is $-0.071$ at $v=4$ and $-0.25$ at $v=2$ for a proton, as large as the gap between the full and asymptotic values. The term of order $Z^3$ in $S$ is not estimated here.

## Calculated quantities

```
Hartree energy: 27.2114 eV
Real-space / k-space stopping, Gaussian charge: 0.99996
Oscillator, v^2/omega0 = 500: full L = 6.90474
Oscillator, ln(2 v^2/omega0) = 6.90776
Oscillator, (L - log) v^2/omega0 = -1.506
Lorentz medium: omega0 = 0.5, omega_p = 0.6, damping = 0.002 a.u.
  sqrt(omega0^2 + omega_p^2) = 0.7810 a.u.
  log-mean from loss function = 0.7825 a.u.
  log-mean from Im eps = 0.5015 a.u.
H 1s->2p: omega = 10.204 eV, f = 0.4162
H 1s->3p: omega = 12.094 eV, f = 0.0791
H 1s->4p: omega = 12.755 eV, f = 0.0290
H bound strength, all levels: 0.5650
H continuum strength: 0.4350
H total strength: 1.000000
H sum f omega: 0.66667 hartree
H sum f / omega^2: 4.50000 a.u.
H bound part of ln(I/hartree): -0.52357
H continuum part of ln(I/hartree): -0.07260
H ln(I/hartree): -0.59617
H mean excitation energy I: 0.55092 hartree = 14.99 eV
H I from Laguerre-basis diagonalization: 14.99 eV
H ionization energy (fixed nucleus): 13.61 eV
H arithmetic mean excitation energy: 18.14 eV
Largest sum-rule error for k from 0.09 to 8 a.u.: 2.4e-04
H v = 2 a.u.: full L = 2.407, Bethe log = 2.676, difference*v^2 = -1.07
H v = 3 a.u.: full L = 3.359, Bethe log = 3.487, difference*v^2 = -1.15
H v = 4 a.u.: full L = 3.991, Bethe log = 4.062, difference*v^2 = -1.13
Proton kinetic energy at v = 4 a.u.: 399.7 keV
4 pi/v^2 at that speed: 0.5985 x 1e-15 eV cm^2
Stopping cross section, Bethe log: 2.431 x 1e-15 eV cm^2 per atom
Stopping cross section, full L: 2.389 x 1e-15 eV cm^2 per atom
```
